# Bounds on a ground-state polarizability from sum rules, tested on hydrogen: a program that tests the result

```python
"""Bounds on a static ground-state polarizability (Hartree atomic units):

    4 s2^2 / N  <=  alpha  <=  2 s2 / w1

alpha : second-order response of the energy, E(F) = E0 - F<D> - alpha F^2/2
s2    : variance of the dipole component D = -sum(z) in the ground state
N     : number of electrons (Thomas-Reiche-Kuhn sum, local potential)
w1    : lowest dipole-allowed excitation energy
Hydrogen is solved in an orthonormal Laguerre basis; a polar two-electron
model on a line tests the general statement with electron repulsion.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import roots_laguerre, eval_genlaguerre, gammaln

X, W = roots_laguerre(60)      # x = 2 r, radial functions decay as exp(-r)
R = X / 2.0


def radial_functions(l, size):
    """Reduced radial functions and slopes, times root quadrature weights."""
    values, slopes = [], []
    for k in range(size):
        norm = np.exp(0.5 * (np.log(2.0) + gammaln(k + 1)
                             - gammaln(k + 2 * l + 3)))
        lag = eval_genlaguerre(k, 2 * l + 2, X)
        dlag = -eval_genlaguerre(k - 1, 2 * l + 3, X) if k else 0.0 * X
        values.append(norm * X**(l + 1) * lag)
        slopes.append(2 * norm * ((l + 1) * X**l * lag
                                  - X**(l + 1) * lag / 2
                                  + X**(l + 1) * dlag))
    root_w = np.sqrt(W / 2.0)
    return np.array(values) * root_w, np.array(slopes) * root_w


def radial_hamiltonian(l, size, mass=1.0):
    u, du = radial_functions(l, size)
    assert np.allclose(u @ u.T, np.eye(size), atol=1e-9)
    kinetic = (du @ du.T + l * (l + 1) * (u / R**2) @ u.T) / (2 * mass)
    return kinetic - (u / R) @ u.T


def hydrogen_spectrum(size, mass=1.0):
    """Excitation energies, squared z dipoles, variance from the density."""
    e_s, c_s = eigh(radial_hamiltonian(0, size, mass))
    e_p, c_p = eigh(radial_hamiltonian(1, size, mass))
    u_s, u_p = radial_functions(0, size)[0], radial_functions(1, size)[0]
    ground = c_s[:, 0] @ u_s
    dipole = c_p.T @ (u_p @ (R * ground)) / np.sqrt(3)
    return e_p - e_s[0], dipole**2, np.sum(R**2 * ground**2) / 3


# ---------- hydrogen: sums over the spectrum ----------
SIZE, SMALL = 40, 20
w, d2, s2 = hydrogen_spectrum(SIZE)
w_small, d2_small, _ = hydrogen_spectrum(SMALL)
alpha = 2 * np.sum(d2 / w)
alpha_small = 2 * np.sum(d2_small / w_small)
trk = 2 * np.sum(w * d2)
lower, upper = 4 * s2**2, 2 * s2 / w[0]
assert abs(np.sum(d2) - s2) < 1e-8
assert abs(trk - 1) < 1e-8
assert abs(w[0] - 3 / 8) < 1e-8 and abs(w[1] - 4 / 9) < 1e-8
assert lower < alpha < upper < 1 / w[0]**2
assert abs(lower - 4) < 1e-8 and abs(upper - 16 / 3) < 1e-6

# ---------- hydrogen: closed first-order function, symbolically ----------
r = sp.symbols("r", positive=True)
first = r * (1 + r / 2) * sp.exp(-r)
residual = (-(sp.diff(first, r, 2) + 2 * sp.diff(first, r) / r
              - 2 * first / r**2) / 2 - first / r + first / 2
            - r * sp.exp(-r))
assert sp.simplify(residual) == 0
alpha_closed = sp.Rational(8, 3) * sp.integrate(
    sp.expand(r**4 * (1 + r / 2)) * sp.exp(-2 * r), (r, 0, sp.oo))
assert abs(float(alpha_closed) - alpha) < 1e-8

# ---------- refinement with the first line known ----------
line_alpha = 2 * d2[0] / w[0]
line_f = 2 * w[0] * d2[0]
rest = s2 - d2[0]
lower_ref = line_alpha + 4 * rest**2 / (1 - line_f)
upper_ref = line_alpha + 2 * rest / w[1]
assert lower < lower_ref < alpha < upper_ref < upper

# ---------- upper bound approached with the same three data ----------
eps = 1e-3
w_high = w[0] + (1 / (2 * s2) - w[0]) / eps
two_w = np.array([w[0], w_high])
two_d2 = s2 * np.array([1 - eps, eps])
assert abs(2 * np.sum(two_w * two_d2) - 1) < 1e-10
alpha_two = 2 * np.sum(two_d2 / two_w)
assert 0.998 * upper < alpha_two < upper

# ---------- nonlocal potential: all p waves raised by a constant ----------
shift = 0.1
alpha_nl = 2 * np.sum(d2 / (w + shift))
trk_nl = 2 * np.sum((w + shift) * d2)
assert alpha_nl < 4 * s2**2              # bound with N fails
assert alpha_nl > 4 * s2**2 / trk_nl     # bound with the true sum holds

# ---------- neglected effects for hydrogen ----------
mu = 1 / (1 + const.m_e / const.m_p)
w_mu, d2_mu, _ = hydrogen_spectrum(SIZE, mu)
alpha_mu = 2 * np.sum(d2_mu / w_mu)
assert abs(alpha_mu * mu**3 / alpha - 1) < 1e-8
field_unit = const.physical_constants["atomic unit of electric field"][0]
field_mv_cm = 10.0
field = field_mv_cm * 1e8 / field_unit
L_MAX = 3
blocks = [radial_functions(l, SIZE)[0] for l in range(L_MAX + 1)]
h0 = np.zeros((SIZE * (L_MAX + 1),) * 2)
z = np.zeros_like(h0)
for l in range(L_MAX + 1):
    here = slice(l * SIZE, (l + 1) * SIZE)
    h0[here, here] = radial_hamiltonian(l, SIZE)
    if l < L_MAX:
        up = slice((l + 1) * SIZE, (l + 2) * SIZE)
        angle = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
        z[up, here] = angle * (blocks[l + 1] * R) @ blocks[l].T
        z[here, up] = z[up, here].T
state = eigh(h0 + field * z)[1][:, 0]
alpha_field = -(state @ z @ state) / field
assert abs(alpha_field / alpha - 1) < 5e-4


# ---------- models on a line (sinc grid) ----------
def line_kinetic(n, h):
    diff = np.subtract.outer(np.arange(n), np.arange(n))
    safe = np.where(diff == 0, 1, diff)
    off = np.where(diff % 2 == 0, 1.0, -1.0) / (h * safe)**2
    return np.where(diff == 0, np.pi**2 / (6 * h**2), off)


def line_spectrum(ham, dip):
    e, v = eigh(ham)
    d = v.T @ (dip * v[:, 0])
    return e[1:] - e[0], d[1:]**2, v[:, 0]**2, e[0]


# harmonic oscillator: both bounds meet
w_osc = 0.5
x = (np.arange(60) - 29.5) * 0.3
wo, do2, prob, _ = line_spectrum(
    line_kinetic(60, 0.3) + np.diag(w_osc**2 * x**2 / 2), -x)
s2_osc = prob @ x**2 - (prob @ x)**2
alpha_osc = 2 * np.sum(do2 / wo)
lower_osc, upper_osc = 4 * s2_osc**2, 2 * s2_osc / wo[0]
assert abs(lower_osc - alpha_osc) < 1e-6
assert abs(upper_osc - alpha_osc) < 1e-6

# two repelling electrons, charges 2 and 1 at two sites, soft Coulomb forces
n, h = 32, 0.45
x = (np.arange(n) - (n - 1) / 2) * h
one = line_kinetic(n, h) + np.diag(-2 / np.sqrt((x + 0.7)**2 + 1)
                                   - 1 / np.sqrt((x - 1.3)**2 + 1))
repulsion = 1 / np.sqrt(np.subtract.outer(x, x)**2 + 1)
ham = (np.kron(one, np.eye(n)) + np.kron(np.eye(n), one)
       + np.diag(repulsion.ravel()))
dip = -np.add.outer(x, x).ravel()
w2, dd2, prob, e_zero = line_spectrum(ham, dip)
mean2 = prob @ dip
s2_two = prob @ dip**2 - mean2**2
trk_two = 2 * np.sum(w2 * dd2)
f2 = 0.002
e_plus, e_minus = [eigh(ham - np.diag(s * f2 * dip), eigvals_only=True,
                        subset_by_index=[0, 0])[0] for s in (1, -1)]
alpha_two_el = -(e_plus + e_minus - 2 * e_zero) / f2**2
allowed = w2[dd2 > 1e-12][0]
lower_two, upper_two = 4 * s2_two**2 / 2, 2 * s2_two / allowed
assert abs(trk_two - 2) < 1e-4
assert abs(2 * np.sum(dd2 / w2) / alpha_two_el - 1) < 1e-3
assert dd2[0] < 1e-12 and w2[0] < allowed
assert lower_two < alpha_two_el < upper_two < 2 * s2_two / w2[0]
moved = dip - 6.0                        # origin moved by 3 bohr
s2_moved = prob @ moved**2 - (prob @ moved)**2
wrong_lower = 4 * (prob @ moved**2)**2 / 2
assert abs(s2_moved - s2_two) < 1e-9 and wrong_lower > alpha_two_el

# ---------- output ----------
a3 = (const.physical_constants["Bohr radius"][0] * 1e10)**3


def show(label, value, unit="a.u.", fmt=".5f"):
    print(f"{label}: {value:{fmt}} {unit}")


print("HYDROGEN")
show("dipole variance s2", s2)
show("TRK sum", trk, "(pure number)")
show("first allowed excitation w1", w[0])
show("second allowed excitation w2", w[1])
show("lower bound", lower)
show("polarizability, spectral sum", alpha)
print("polarizability, closed form:", alpha_closed, "a.u.")
show("upper bound", upper)
show("weaker upper bound N/w1^2", 1 / w[0]**2)
show("lower bound", lower * a3, "cubic angstrom", ".4f")
show("polarizability", alpha * a3, "cubic angstrom", ".4f")
show("upper bound", upper * a3, "cubic angstrom", ".4f")
show("2p line: squared dipole", d2[0])
show("2p line: oscillator strength", line_f, "(pure number)")
show("2p line: part of polarizability", line_alpha)
show("refined lower bound", lower_ref)
show("refined upper bound", upper_ref)
show("two-line spectrum: high-line weight", eps, "(fraction)", ".4f")
show("two-line spectrum: high frequency", w_high, fmt=".3f")
show("two-line spectrum: polarizability", alpha_two)
print(f"basis change {SMALL} to {SIZE} functions per l:")
show("  shift of polarizability", abs(alpha - alpha_small), fmt=".1e")
show("  shift of w1", abs(w[0] - w_small[0]), fmt=".1e")
show("  shift of w2", abs(w[1] - w_small[1]), fmt=".1e")
print("NONLOCAL TEST (p waves of hydrogen raised)")
show("p-wave shift", shift, fmt=".2f")
show("polarizability", alpha_nl)
show("TRK sum", trk_nl, "(pure number)")
show("lower bound with true sum", 4 * s2**2 / trk_nl)
print("NEGLECTED EFFECTS, relative change of polarizability")
show("finite proton mass", alpha_mu / alpha - 1, "(fraction)", ".3e")
show("field used", field_mv_cm, "MV/cm", ".1f")
show("nonlinearity at that field", alpha_field / alpha - 1,
     "(fraction)", ".2e")
show("relativity, order of size", const.fine_structure**2,
     "(fraction)", ".1e")
print("HARMONIC OSCILLATOR")
show("frequency", w_osc, fmt=".2f")
show("lower bound", lower_osc)
show("polarizability", alpha_osc)
show("upper bound", upper_osc)
print("TWO-ELECTRON POLAR MODEL")
show("mean dipole of electrons", mean2)
show("dipole variance", s2_two)
show("TRK sum", trk_two, "(pure number)")
show("lowest excitation (forbidden)", w2[0])
show("lowest allowed excitation", allowed)
show("lower bound", lower_two)
show("polarizability, finite field", alpha_two_el)
show("upper bound", upper_two)
show("upper bound from forbidden gap", 2 * s2_two / w2[0])
show("false lower bound, <D^2>, origin moved 3 bohr", wrong_lower,
     fmt=".1f")
print("checks complete")
```

Running it gives:

```
HYDROGEN
dipole variance s2: 1.00000 a.u.
TRK sum: 1.00000 (pure number)
first allowed excitation w1: 0.37500 a.u.
second allowed excitation w2: 0.44444 a.u.
lower bound: 4.00000 a.u.
polarizability, spectral sum: 4.50000 a.u.
polarizability, closed form: 9/2 a.u.
upper bound: 5.33333 a.u.
weaker upper bound N/w1^2: 7.11111 a.u.
lower bound: 0.5927 cubic angstrom
polarizability: 0.6668 cubic angstrom
upper bound: 0.7903 cubic angstrom
2p line: squared dipole: 0.55493 a.u.
2p line: oscillator strength: 0.41620 (pure number)
2p line: part of polarizability: 2.95962 a.u.
refined lower bound: 4.31685 a.u.
refined upper bound: 4.96244 a.u.
two-line spectrum: high-line weight: 0.0010 (fraction)
two-line spectrum: high frequency: 125.375 a.u.
two-line spectrum: polarizability: 5.32802 a.u.
basis change 20 to 40 functions per l:
  shift of polarizability: 4.4e-15 a.u.
  shift of w1: 1.2e-15 a.u.
  shift of w2: 6.1e-08 a.u.
NONLOCAL TEST (p waves of hydrogen raised)
p-wave shift: 0.10 a.u.
polarizability: 3.63734 a.u.
TRK sum: 1.20000 (pure number)
lower bound with true sum: 3.33333 a.u.
NEGLECTED EFFECTS, relative change of polarizability
finite proton mass: 1.635e-03 (fraction)
field used: 10.0 MV/cm
nonlinearity at that field: 1.87e-04 (fraction)
relativity, order of size: 5.3e-05 (fraction)
HARMONIC OSCILLATOR
frequency: 0.50 a.u.
lower bound: 4.00000 a.u.
polarizability: 4.00000 a.u.
upper bound: 4.00000 a.u.
TWO-ELECTRON POLAR MODEL
mean dipole of electrons: 0.39047 a.u.
dipole variance: 1.73482 a.u.
TRK sum: 2.00000 (pure number)
lowest excitation (forbidden): 0.36242 a.u.
lowest allowed excitation: 0.54707 a.u.
lower bound: 6.01923 a.u.
polarizability, finite field: 6.16034 a.u.
upper bound: 6.34221 a.u.
upper bound from forbidden gap: 9.57361 a.u.
false lower bound, <D^2>, origin moved 3 bohr: 2204.7 a.u.
checks complete
```
